Critical supercell sizes for Pekar polaron localisation, and the Mott comparison, part 1

(Sections cited here and not found follow in the second part.)

**Question: On what k-grid does the Pekar polaron stop being localised, and is that a Mott transition?**

I am checking my implementation of the ab initio polaron equations on the simplest model I can think of. It has one parabolic band ε_k = k²/2m, one dispersionless LO phonon ω and the Fröhlich vertex, on a simple cubic lattice with constant a₀. I use an N×N×N Γ-centred grid and drop q = 0 because the vertex diverges there. My parameters are round numbers: m = 0.5, ε∞ = 2, ε₀ = 10, a₀ = 4 Å, ħω = 0.020 eV.

On small grids every run ends with all the weight at k = 0 and zero energy. On large grids I get a polaron. In between the outcome depends on the start: a Gaussian seed stays localised, a nearly uniform seed goes flat, and on one grid the localised solution even has positive energy. Changing ω changes nothing.

1. Is there a well-defined critical supercell, and can it be derived instead of found by trial?
2. Is the dependence on the starting guess a bug?
3. One electron per supercell is a density n = 1/(Na₀)³. Is the delocalisation a Mott transition with n^(1/3) r ≈ const, and if so for which radius and which constant?

**Answer**

The dependence on the start is not a bug. These equations have three critical lengths instead of one, and between the smallest and the largest of them the uniform and the localised solutions are both local minima. One length follows in closed form, two need a numerical minimisation, and all three are fixed multiples of a single length. The algebra is in Hartree atomic units. The numbers come from the numerical check.

**The functional and the two equations**

Let N_p = N³, L = Na₀, V = L³. All wavevectors k, q and k+q are folded into the first Brillouin zone, so the grid is closed under addition. The Fröhlich vertex is real and even in q:

g_q² = 2πω / (κ a₀³ q²),  1/κ = 1/ε∞ − 1/ε₀,  g₀ = 0.

The electron has amplitudes A_k with (1/N_p) Σ_k |A_k|² = 1. The lattice is described by classical displacement amplitudes B_q, which is the adiabatic approximation. Measured from the band bottom, the energy is

E[A,B] = (1/N_p) Σ_k ε_k |A_k|² + (1/N_p) Σ_q ω |B_q|² − (1/N_p) Σ_q g_q ( B_q* ρ_q + B_q ρ_q* ),

ρ_q = (1/N_p) Σ_k A*_(k+q) A_k.

Two properties of ρ_q are needed. The normalisation gives ρ₀ = 1 for every state. Shifting k → k+q in the sum for ρ_(−q) gives ρ_(−q) = (1/N_p) Σ_k A*_k A_(k+q) = ρ_q*.

Setting the derivative with respect to B_q* to zero gives ωB_q − g_q ρ_q = 0, so

B_q = g_q ρ_q / ω,  and hence B_(−q) = B_q*.   (1)

Now differentiate E − ε[(1/N_p) Σ|A_k|² − 1] with respect to A_p*. In ρ_q the factor A_p* appears at k = p − q, with partner A_(p−q). In ρ_q* = (1/N_p) Σ_k A_(k+q) A*_k it appears at k = p, with partner A_(p+q). After multiplying by N_p,

ε_p A_p − (1/N_p) Σ_q g_q ( B_q* A_(p−q) + B_q A_(p+q) ) = ε A_p.

Renaming q → −q in the first term and using B*_(−q) = B_q and g_(−q) = g_q makes it equal to the second:

ε_p A_p − (2/N_p) Σ_q B_q g_q A_(p+q) = ε A_p.   (2)

**Why ω drops out**

Insert (1) into the energy. The lattice term is +(1/N_p) Σ g_q²|ρ_q|²/ω and the coupling term is −2 times that, so

E = T − W,  T = (1/N_p) Σ_k ε_k|A_k|²,  W = (1/N_p) Σ_(q≠0) g_q²|ρ_q|²/ω.

Since g_q²/ω = 2π/(κa₀³q²) and N_p a₀³ = V,

W = ½ Σ_(q≠0) v_q |ρ_q|²,  v_q = 4π/(κVq²).   (3)

The frequency has cancelled, which is what you saw. Multiplying (2) by A_p*/N_p and summing over p produces ρ_q* in the coupling term, so

ε = T − (2/N_p) Σ_q B_q g_q ρ_q* = T − 2W.   (4)

In real space define ψ(R) = N_p^(−1/2) Σ_k A_k e^(ik·R) on the lattice sites. With Σ_R e^(i(k−k′)·R) = N_p δ_(kk′), the site average ⟨|ψ|²⟩ equals (1/N_p) Σ|A_k|² = 1, and ⟨|ψ|² e^(iq·R)⟩ equals ρ_q. So ρ_q is the Fourier component of the electron density, and because 4π/q² is the transform of 1/r, −W is the Coulomb self-attraction of that density with strength 1/κ. Equation (3) is the Pekar functional in a periodic cell, and omitting q = 0 means that only the deviation of the density from its average polarises the lattice. The program solves this form with fast Fourier transforms, and tests it on a small grid by building B_q and the matrix of (2) explicitly at two values of ω: the lowest eigenvalue, its eigenvector and the energy agree.

The uniform state ψ = 1 has ρ_q = 0 for q ≠ 0, hence B = 0, and solves (1) and (2) with E = ε = 0 on every grid. Giving q = 0 some finite weight v₀ does not change the competition: it adds −½v₀|ρ₀|² = −½v₀ to the energy of every normalised state alike, so no threshold below moves.

**One length, one energy**

Every grid vector is q = Q/L with Q = 2π(n₁,n₂,n₃). Define the pure numbers

t = (1/N_p) Σ ½Q²|A|²,  w = ½ Σ_(Q≠0) (4π/Q²)|ρ_Q|².

Then T = t/(mL²), and v_q = 4πL²/(κL³Q²) gives W = w/(κL). Introduce the Pekar units a = κ/m and E₀ = m/κ², and ℓ = L/a. Substituting L = ℓκ/m gives T = E₀t/ℓ² and W = E₀w/ℓ, so

E/E₀ = (t − ℓw)/ℓ².   (5)

Provided the grid resolves ψ, so that the zone-boundary cutoff plays no part, ℓ is the only parameter. Any threshold is therefore a pure number times a. From here on energies are in E₀ and lengths in a.

At fixed ℓ a state is stationary when the gradients along the normalisation sphere obey

∇t = ℓ ∇w.   (6)

Along a branch of stationary states, E changes with ℓ only through the explicit ℓ in (5), because its first-order change under a normalised change of A vanishes. Thus ℓ dE/dℓ = −2t/ℓ² + w/ℓ = −2T + W. From (4), ε − 3E = T − 2W − 3T + 3W = −2T + W as well, so

ℓ dE/dℓ = ε − 3E.   (7)

The program tests (7) at ℓ = 27: a finite difference of converged energies gives dE/dℓ = −0.0016061, and (ε − 3E)/ℓ gives the same digits.

**First length: linear instability of the uniform state**

Perturb the uniform state by one real mode G,

ψ = (1 + √2 δ cos G·R) / √(1 + δ²).

For N ≥ 3 the shortest G is distinct from −G and ⟨cos²⟩ = ½, so this is normalised. The constant has no kinetic energy, so T = ε_G δ²/(1 + δ²) = ε_G δ² + O(δ⁴). To first order the density is |ψ|² = 1 + 2√2 δ cos G·R, which gives ρ_(±G) = √2 δ. Two terms of (3) contribute, W = ½ · 2 · v_G · 2δ² = 2v_G δ². Therefore

E = (ε_G − 2v_G) δ² + higher orders,  d²E/dδ² = 2(ε_G − 2v_G).   (8)

Modes with different ±G do not mix at second order, since T and W are both diagonal in G at this order, and the sine mode gives the same result as the cosine. An imaginary perturbation i√2 δ cos G·R leaves the density unchanged at first order and costs ε_G δ² > 0, so it is never unstable. Because ε_G rises and v_G falls with |G|, the shortest G goes first. The condition ε_G < 2v_G reads G²/2m < 8π/(κVG²), that is

G⁴ < 16π/(aV).   (9)

For the simple cubic supercell G = 2π/L, so 16π⁴/L⁴ < 16π/(aL³), and

ℓ > ℓ_s = π³.   (10)

This holds exactly on any grid with N ≥ 3, because only ε_G and v_G of the shortest vector enter. The program builds the full Hessian at the uniform state by finite differences and finds the zero of its lowest eigenvalue at ℓ = 31.0063, equal to π³ = 31.0063. Below ℓ_s the uniform state is a strict local minimum, which is why your nearly uniform seeds go flat.

**Second length: where the polaron becomes the ground state**

By (5), a non-uniform state has E < 0 exactly when ℓ > t/w. The uniform state is therefore the global minimum if and only if ℓ does not exceed

ℓ_c = inf t/w  over normalised non-uniform ψ.   (11)

Close to the uniform state the ratio is known from (8) in unit-cell variables. For the shortest mode t = ½(2π)²δ² = 2π²δ² and w = 2 · 4π/(2π)² · δ² = 2δ²/π, so t/w → π³. Longer G and imaginary parts only raise the ratio. Hence ℓ_c ≤ π³, and states arbitrarily close to uniform cannot have a ratio noticeably below π³.

A minimiser of t/w satisfies ∇t/w − t∇w/w² = 0, which is (6) with ℓ = t/w. It is a true solution of the polaron equations, with E = 0. Minimising the ratio on a 16³ grid from a Gaussian seed gives t = 24.676, w = 1.0087 and

ℓ_c = 24.464.

Strictly, any computed ratio is an upper bound on the infimum. The evidence that it is the infimum is numerical: a 20³ grid gives 24.4640, and two random starts both end at 24.4640. The program asserts that the finer grid agrees within 10⁻³ and that the random starts do not fall more than 10⁻³ below. An independent route, solving the equations at fixed ℓ and locating the zero of E(ℓ) on the localised branch, gives 24.4640 too. The search runs over real ψ. In the continuum this loses nothing, because |∇|ψ|| ≤ |∇ψ| while W depends only on |ψ|², and on a grid that resolves ψ the same holds up to the discretisation error.

The order of the transition follows from the bound alone. Since ℓ_c ≤ 24.464 < π³, the state that first reaches E = 0 lies a finite distance from the uniform one, which is still a strict local minimum there. The ground state jumps, so the transition is first order within this mean-field functional. At ℓ_c, E = 0 means T = W, and (4) gives ε = −T = −t/ℓ_c² = −24.676/24.464² = −0.04123, which the program tests against the eigenvalue of the converged solution. A convenient measure of localisation is the inverse participation ratio P = ⟨ψ⁴⟩, equal to 1 for the uniform state and roughly equal to the cell volume over the polaron volume otherwise. It jumps from 1 to 13.73.

**Third length: the end of the localised branch**

Below ℓ_c the polaron survives as a local minimum with E > 0 until it merges with the saddle that separates it from the uniform state. To see how, let w*(t) be the locally largest w at given t along the polaron family. The constrained maximum obeys ∇w = λ∇t with λ = dw*/dt, so by (6) each point of the family is a stationary state at

ℓ(t) = 1/w*′(t),  dℓ/dt = −w*″/(w*′)².

At fixed ℓ the energy along the family is (t − ℓw*(t))/ℓ², with second derivative −w*″/ℓ. The state is a minimum along the family where w*″ < 0, which is where ℓ grows with t, and a maximum where w*″ > 0. The two parts meet at w*″ = 0, where ℓ(t) has its minimum ℓ_f. This is a fold.

Energy minimisation cannot sit at the fold, because the curvature vanishes there. A different function has the same stationary states and keeps a positive curvature:

F_s = t²/(2s) − w.

Its stationarity condition (t/s)∇t = ∇w is (6) with ℓ = s/t. Along the family its second derivative is 1/s − w*″, which equals 1/s > 0 at the fold and stays positive on both sides as long as w*″ < 1/s. Minimising F_s for a range of s and then minimising s/t over s gives

ℓ_f = 23.253,  reached at s ≈ 340, t ≈ 14.6.

The program tests this by plain energy descent from the ℓ_c state. At ℓ_f + 0.2 it stays localised with E = +0.001641 and P = 9.29. At ℓ_f − 0.2 it ends with P = 1.0000. The descent is ψ → ψ − (ε_k + 0.15E₀)⁻¹(H − ε)ψ followed by normalisation, with H the operator in (2) and the inverse applied in k-space. A fixed point must have the correction proportional to ψ. The residual r = (H − ε)ψ is orthogonal to ψ, so then ⟨r, (ε_k + 0.15E₀)⁻¹r⟩ = 0, and positivity of the inverse forces r = 0. The value ℓ_f refers to this branch; that no other localised solution exists below it is not proved. That the saddle branch runs on to join the uniform state at ℓ_s is a natural conjecture which the program does not trace.

The result for the simple cubic supercell is then:

- ℓ < 23.25: a localised seed relaxes to the uniform state.
- 23.25 < ℓ < 24.46: the polaron is metastable, E > 0.
- 24.46 < ℓ < π³: the polaron is the ground state and the uniform state is metastable.
- ℓ > π³: the uniform state is unstable to an infinitesimal ripple.

For the simple cubic supercell, the localised branch ends at ℓ_f = 23.25, the polaron becomes the ground state at ℓ_c = 24.46, and the uniform state becomes unstable at ℓ_s = π³, so dependence on the seed between ℓ_f and ℓ_s is not a bug. It remains to explain the size of ℓ_c, apply the thresholds to your parameters, and compare the density criterion with Mott's.
